\section*{One Shifted Atom in a Tight-Binding Chain: Transmission and Conductance}

\section*{Problem}

An infinite straight chain of identical atoms carries one orbital per atom. The orbitals are orthonormal, and the Hamiltonian connects nearest neighbours only, with matrix element $-t$, where $t>0$. All site energies are zero except that of atom $0$, which is $U$. The bonds of atom $0$ are the same as all others. Electrons are independent and keep their phase coherence.

\begin{enumerate}
\item[(a)] Find the probability $T(E)$ that an electron of energy $E$ inside the band passes atom $0$. Show that at the band centre it is one half when $|U|=2t$.
\item[(b)] Examine weak and strong shifts, the band edges, and the change of $T$ near the band centre when $|U|=2t$.
\item[(c)] A metallic filament one atom wide joins the electrodes of a resistive memory cell. Take $t=1$ eV, $U=2$ eV, atom spacing $0.25$ nm, temperature $300$ K and read voltage $0.1$ V, with the Fermi level at the band centre. Find the conductance with and without the shifted atom.
\item[(d)] Estimate how far the effects left out of the model move the result.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The transmission probability}

Let $\psi_n$ be the amplitude on atom $n$. The Schr\"odinger equation on the lattice is
\begin{align}
E\psi_n&=-t(\psi_{n+1}+\psi_{n-1}),\qquad n\neq0, \label{bulk}\\
(E-U)\psi_0&=-t(\psi_1+\psi_{-1}). \label{site}
\end{align}
Inserting $\psi_n=e^{ikn}$ in \eqref{bulk} and dividing by $e^{ikn}$ gives
\begin{equation}
E=-t(e^{ik}+e^{-ik})=-2t\cos k .
\end{equation}
The band runs from $-2t$ to $2t$, and its centre $E=0$ lies at $k=\pi/2$. Here $k$ is the phase advance per atom, so the group velocity, in atoms per unit time, is
\begin{equation}
v=\frac1\hbar\frac{dE}{dk}=\frac{2t\sin k}{\hbar}. \label{vel}
\end{equation}
For $0<k<\pi$ it is positive: $e^{ikn}$ moves to the right and $e^{-ikn}$ to the left.

Send a wave of unit amplitude from the left. On each side of atom $0$, \eqref{bulk} is a two-term recursion with two independent solutions, $e^{ikn}$ and $e^{-ikn}$. Nothing arrives from the right, so
\begin{equation}
\psi_n=
\begin{cases}
e^{ikn}+r\,e^{-ikn}, & n\le0,\\
\tau\,e^{ikn}, & n\ge0.
\end{cases}
\end{equation}
Both forms hold at $n=0$, because the unmodified equations at $n=-1$ and $n=1$ contain $\psi_0$ and fix it as the continuation of the wave on their own side. Equating the two values of $\psi_0$ gives
\begin{equation}
1+r=\tau. \label{cont}
\end{equation}

Equation \eqref{site} supplies the second condition. With $r=\tau-1$,
\begin{align}
\psi_1+\psi_{-1}&=\tau e^{ik}+e^{-ik}+(\tau-1)e^{ik}\nonumber\\
&=2\tau e^{ik}-(e^{ik}-e^{-ik})\nonumber\\
&=2\tau e^{ik}-2i\sin k .
\end{align}
Since $\psi_0=\tau$ and $E=-2t\cos k$, \eqref{site} becomes
\begin{equation}
(-2t\cos k-U)\tau=-2t\tau(\cos k+i\sin k)+2it\sin k .
\end{equation}
The cosine terms cancel. Collecting $\tau$ on the left,
\begin{equation}
(2it\sin k-U)\tau=2it\sin k .
\end{equation}
Dividing by $2it\sin k$ and using $-1/i=i$,
\begin{equation}
\tau=\frac{1}{1+i\alpha},\qquad \alpha=\frac{U}{2t\sin k},\qquad
r=\tau-1=\frac{-i\alpha}{1+i\alpha}. \label{amps}
\end{equation}

A probability current is a density times a speed. The incoming, reflected and transmitted waves have the same speed, so the probabilities are the squared amplitudes:
\begin{equation}
T=|\tau|^2=\frac1{1+\alpha^2},\qquad
R=|r|^2=\frac{\alpha^2}{1+\alpha^2},\qquad T+R=1.
\end{equation}
Finally $4t^2\sin^2k=4t^2-4t^2\cos^2k=4t^2-E^2$, which gives
\begin{equation}
\boxed{T(E)=\frac{4t^2-E^2}{4t^2-E^2+U^2}}\,,\qquad
T(0)=\frac{4t^2}{4t^2+U^2}. \label{T}
\end{equation}
For $|U|=2t$,
\begin{equation}
T(0)=\frac{4t^2}{4t^2+4t^2}=\frac12 .
\end{equation}
For $U=+2t$ the amplitudes are $\tau=1/(1+i)=(1-i)/2$ and $r=-(1+i)/2$. Reversing the sign of $U$ replaces both by their complex conjugates and leaves the probabilities unchanged, so a well and a hill of equal size transmit equally in this model.

By \eqref{vel}, $\alpha=U/(\hbar v)$. The shift is thus measured against $\hbar v$, and half the electrons pass when the two are equal. At the band centre $\hbar v=2t$, which is where the factor of two comes from.

A moving wave packet gives a direct check. A Gaussian packet with a position spread of 40 atoms was started 250 atoms to the left of the defect at $k=\pi/2$, and the lattice equation was followed in time. The fraction found on the right afterwards was $0.49996$ for $U=2t$ and also for $U=-2t$.

\subsection*{(b) Limits and energy dependence}

At the band centre a weak shift, $|U|\ll2t$, reflects the small fraction $R\approx U^2/(4t^2)$. A strong shift, $|U|\gg2t$, leaves $T\approx4t^2/U^2$. The transmission then falls as the inverse square of $U$.

At either band edge $4t^2-E^2\to0$, so $T\to0$ for any fixed $U\neq0$: the electrons become slow and $\alpha$ grows without limit. For $U=2t$ the site energy coincides with the upper band edge. This does not produce resonant transmission there: \eqref{T} vanishes at the edge and has its maximum at $E=0$. At $E=-t$, for instance, $T=3/(3+4)=0.429$.

To see how flat the maximum is, set $U^2=4t^2$ and subtract from one half:
\begin{align}
\frac12-T(E)&=\frac12-\frac{4t^2-E^2}{8t^2-E^2}
=\frac{8t^2-E^2-8t^2+2E^2}{2(8t^2-E^2)}\nonumber\\
&=\frac{E^2}{2(8t^2-E^2)}\approx\frac{E^2}{16t^2},\qquad |E|\ll t. \label{flat}
\end{align}
There is no linear term, so small errors in the Fermi level matter little as long as the rest of the chain is perfect.

\subsection*{(c) Conductance of the filament}

First relate $T$ to the current. For one spin direction, a range $dk$ holds $dk/2\pi$ states per atom of length. Those moving right carry the particle flow
\begin{equation}
v\,\frac{dk}{2\pi}=\frac1\hbar\frac{dE}{dk}\frac{dk}{2\pi}=\frac{dE}{h}.
\end{equation}
The velocity has cancelled. States arriving from the left are filled with the Fermi function $f_L$ of the left electrode, and those from the right with $f_R$. By mirror symmetry both directions have the same $T$. Two spins then give the current magnitude
\begin{equation}
I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE. \label{land}
\end{equation}
At low temperature and small voltage $V$ the bracket equals one over an interval $eV$ and vanishes elsewhere. Hence
\begin{equation}
G=\frac IV=\frac{2e^2}{h}\,T(0).
\end{equation}

With $2e^2/h=77.48\ \mu$S, the results are
\begin{align}
\text{perfect chain:}\quad &G=77.48\ \mu\text{S},\quad 1/G=12.91\ \text{k}\Omega,\\
\text{shifted atom:}\quad &G=\tfrac12(77.48)=38.74\ \mu\text{S},\quad 1/G=25.81\ \text{k}\Omega .
\end{align}
At $0.1$ V the currents are $7.75\ \mu$A and $3.87\ \mu$A. The perfect chain has a resistance although nothing in it scatters, because one channel can carry only a limited flow per unit energy. The defect adds a further $12.91$ k$\Omega$.

\subsection*{(d) What the model leaves out}

\paragraph{Temperature, bias and Fermi level.}
For small bias, \eqref{land} averages $T$ with the weight $-df/dE$. Put $x=E/(k_B\Theta)$, where $\Theta$ is the temperature. For $x>0$ the weight is $e^{-x}/(1+e^{-x})^2=\sum_{m\ge1}(-1)^{m+1}m\,e^{-mx}$, and it is even in $x$. Therefore
\begin{equation}
\langle x^2\rangle=2\sum_{m\ge1}(-1)^{m+1}m\,\frac{2}{m^3}
=4\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.
\end{equation}
With $k_B\Theta=0.02585$ eV, \eqref{flat} gives
\begin{equation}
\langle T\rangle\approx\frac12-\frac{\pi^2(k_B\Theta)^2}{48t^2}=0.49986 .
\end{equation}
Integrating the current at $0.1$ V and $300$ K, with the two lead bands displaced by $\pm0.05$ eV, gives $3.871\ \mu$A. This is $0.07\%$ below the linear value of $3.874\ \mu$A. A Fermi level $0.2$ eV off centre gives $T=0.497$. In the otherwise perfect chain each of these three effects is below $1\%$. Reflections elsewhere in the filament can make the Fermi level matter much more.

\paragraph{A formula for disturbed surroundings.}
Changes in the bonds and in nearby atoms matter more. Suppose they are mirror-symmetric about atom $0$, and let the bonds from atom $0$ to atoms $\pm1$ have magnitude $gt$. At $E=0$, a purely outgoing wave on the right fixes a ratio
\begin{equation}
g\psi_1=(q+is)\psi_0,\qquad s>0, \label{ratio}
\end{equation}
with real $q$ and $s$. In the undisturbed chain $\psi_1=i\psi_0$, so $q=0$ and $s=1$.

On the left, the mirror image of this wave is outgoing. Scale it to equal one on atom $0$. Its complex conjugate also solves the lattice equations, which are real, and is purely incoming. The wave on the left is $a$ times the incoming solution plus $b$ times the outgoing one, so $\psi_0=a+b$ and
\begin{equation}
g\psi_{-1}=a(q-is)+b(q+is)=(q+is)\psi_0-2isa .
\end{equation}
The equation at atom $0$, $U\psi_0=t(g\psi_1+g\psi_{-1})$, becomes
\begin{equation}
U\psi_0=2t(q+is)\psi_0-2ista
\;\Rightarrow\;
\frac{\psi_0}{a}=\frac{-2ist}{U-2qt-2ist}.
\end{equation}
Far from the defect, the transmitted and incoming waves have amplitudes in the ratio $|\psi_0/a|$, since they are the same solution up to reflection and conjugation. Hence
\begin{equation}
T=\frac{4s^2t^2}{4s^2t^2+(U-2qt)^2}. \label{general}
\end{equation}

\paragraph{Weaker bonds at the defect.}
Let $g=0.9$. At atom 1, $E=0$ requires $g\psi_0+\psi_2=0$, while the outgoing wave beyond has $\psi_2=i\psi_1$. Thus $\psi_1=ig\psi_0$ and $g\psi_1=ig^2\psi_0$, so $q=0$ and $s=g^2=0.81$. For $U=2t$,
\begin{equation}
T=\frac{s^2}{1+s^2}=\frac{0.6561}{1.6561}=0.396 .
\end{equation}

\paragraph{Shifted neighbours.}
Give atoms $\pm1$ a site energy $wt$ with $w=0.2$, which is one tenth of $U$, and restore $g=1$. At atom 1, $w\psi_1=\psi_0+\psi_2=\psi_0+i\psi_1$. Therefore
\begin{equation}
\frac{\psi_1}{\psi_0}=\frac1{w-i}=\frac{w+i}{1+w^2},
\end{equation}
so $s=1/1.04=0.9615$ and $q=0.1923$. Equation \eqref{general} gives $T=0.586$. The opposite sign, $w=-0.2$, reverses $q$ and gives $T=0.394$.

\paragraph{Imperfect contacts.}
Let the filament contain atoms $-M$ to $M$. Its end bonds, to atoms $\pm(M+1)$ of the leads, are weakened by the factor $\gamma=0.9$. The leads are still perfect half-chains. At atoms $M$ and $M+1$,
\begin{equation}
\psi_{M-1}+\gamma\psi_{M+1}=0,\qquad \gamma\psi_M+\psi_{M+2}=0 .
\end{equation}
The outgoing wave has $\psi_{M+2}=i\psi_{M+1}$, so $\psi_{M+1}=i\gamma\psi_M$ and
\begin{equation}
\psi_{M-1}=-i\gamma^2\psi_M. \label{end}
\end{equation}
At the unshifted inner atoms, $1\le|n|\le M-1$, the lattice equation reads $\psi_{n+1}=-\psi_{n-1}$, so among atoms $0$ to $M$ amplitudes four atoms apart are equal.

For nine atoms, $M=4$: $\psi_4=\psi_0$ and $\psi_3=-\psi_1$. Equation \eqref{end} gives $\psi_1=i\gamma^2\psi_0$, hence $s=\gamma^2$ and $T=0.396$. For eleven atoms, $M=5$: $\psi_5=\psi_1$ and $\psi_4=\psi_0$. Now $\psi_1=(i/\gamma^2)\psi_0$, so $s=1/\gamma^2$ and
\begin{equation}
T=\frac1{1+\gamma^4}=0.604 .
\end{equation}
The same weak contacts lower the transmission in one case and raise it in the other, through interference between waves reflected at the ends and at the defect. The value one half therefore depends on the leads continuing the chain without reflection.

\paragraph{Hopping past the defect.}
Add a second-neighbour matrix element $-t_2$ throughout the chain and hold $k=\pi/2$, where the energy is now $2t_2$. Numerical solution of this enlarged lattice problem gives $T=0.592$ for $t_2=+0.1t$ and $0.388$ for $t_2=-0.1t$.

\paragraph{Vibrations and tunnelling.}
Nine atoms span eight bonds, or $2.0$ nm. Take a rough mean free path of $30$ nm for scattering by vibrations. If this scattering adds a resistance $(h/2e^2)(2.0/30)$ in series, then
\begin{equation}
\frac1T\approx2+\frac{2.0}{30}=2.067,\qquad T\approx0.484 .
\end{equation}
Series addition neglects interference, so this is an estimate of size only.

Electrons may also tunnel directly between the electrodes through the insulator around the filament. For a barrier $\phi=1.5$ eV, length $L=2.0$ nm, area $A=400$ nm$^2$ and the free-electron mass $m$, a semiclassical estimate with unit prefactor is
\begin{equation}
G_{\rm tun}\approx\frac{2e^2}{h}A\int\frac{d^2p}{(2\pi)^2}\,
e^{-2L\sqrt{\kappa^2+p^2}},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},
\end{equation}
where $\mathbf p$ is the wavevector parallel to the electrodes. It gives about $10^{-7}\ \mu$S, which is negligible beside $38.74\ \mu$S. The result depends exponentially on the mass and the barrier, and the tunnelling mass in an insulator can be well below $m$. In the same formula a mass of $0.4m$ gives $7\times10^{-4}\ \mu$S and $0.1m$ gives about $1\ \mu$S; with $0.1m$ and a barrier of $0.8$ eV it gives about $6\ \mu$S. Direct tunnelling can therefore be neglected only when the barrier is high or the tunnelling mass is not small.

\paragraph{Charge on the shifted atom.}
In the half-filled perfect chain each atom holds one electron, counting both spins. With $U=2$ eV, the calculated occupation of atom $0$ at $300$ K is $0.29$. In a real metal such a loss of charge changes the electrostatic potential and hence the site energy. The $U$ in \eqref{T} must therefore be the final, screened shift, not the difference between two free-atom levels. If screening also shifts the neighbouring atoms, \eqref{T} is no longer exact, and their shifts must be included as well. Electron correlation beyond this mean-field picture is not estimated here.

\paragraph{Comparison with a real cell.}
The nearest real case is a conductive-bridge memory cell, in which a metal filament grows through an insulator. A hopping of about $1$ eV and a spacing of about $0.25$ nm are rough but reasonable values for a metal with one $s$ electron per atom, and $0.1$ V is a plausible read voltage. The shift of $2$ eV is half the band width. It was chosen to make the transmission one half and is not a value for a particular foreign atom. Real filaments usually widen away from their narrowest point, which the uniform infinite chain leaves out. For the 10\% contact change treated above, the conductance moves from $38.7\ \mu$S to $30.7$ or $46.8\ \mu$S, for nine or eleven atoms with the defect at the centre; stronger mismatch can move it further. These are zero-temperature, small-bias values at $E=0$; at $300$ K and $0.1$ V, with the voltage dropping at the defect, they become about $31.1$ and $46.0\ \mu$S. With such contacts the Fermi level also matters: for eleven atoms $T$ is $0.645$ at $E=-0.2$ eV and $0.442$ at $E=+0.2$ eV. The atoms are also held fixed. If the whole read voltage fell across the two bonds of the shifted atom, the field there would be $0.1\ \text{V}/0.5\ \text{nm}=2$ MV/cm, and the model cannot say whether the atom would stay in place.

The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Hopping magnitude t: 1.00 eV
Site-energy shift U: 2.00 eV
Atom spacing: 0.25 nm
Temperature: 300 K; kT: 0.02585 eV
Read voltage: 0.10 V
tau at band centre: 0.5000 -0.5000 i
r at band centre: -0.5000 -0.5000 i
Transmission at band centre: 0.500000
Reflection at band centre: 0.500000
Wave packet, U=+2t: 0.49996
Wave packet, U=-2t: 0.49996
Wave packet, U=2t, k=pi/3: 0.42852
Formula, U=2t, k=pi/3: 0.42857
Time-evolved flow / current law: 0.99855
Conductance, perfect chain: 77.481 uS
Conductance, with defect: 38.740 uS
Resistance, perfect chain: 12.906 kOhm
Resistance, with defect: 25.813 kOhm
Current, perfect chain: 7.7481 uA
Current, with defect, linear: 3.8740 uA
Current, with defect, full bias and 300 K: 3.8714 uA
Transmission averaged at 300 K: 0.499862
Fermi-level offset tried: 0.20 eV
Transmission with this offset: 0.49749
Weakened bond / normal bond: 0.90
Transmission, weak bonds at defect: 0.3962
Neighbour shift tried: 0.20 eV
Transmission, neighbours shifted: 0.5863
Transmission, second hopping +0.1t: 0.5918
Transmission, second hopping -0.1t: 0.3878
Transmission, weak contacts, 9 atoms: 0.3962
Transmission, weak contacts, 11 atoms: 0.6038
Filament length, 9 atoms: 2.00 nm
Mean free path, rough input: 30 nm
Transmission with vibrations: 0.4839
Insulator barrier, rough input: 1.50 eV
Electrode area, rough input: 400 nm^2
Direct tunnelling conductance: 1.01e-07 uS
Field if all voltage drops over two bonds: 2.00 MV/cm
Electrons on shifted atom, both spins: 0.2929
Electrons on each atom of perfect half-filled chain: 1.0000
\end{verbatim}
